# Transport and Quantum Lifetimes for Remote Charges Above a Two-Dimensional Electron Gas, part 2

Electrons in a plane scatter from distant random charges. We seek the ratio of the transport lifetime $\tau_t$, which sets the mobility $\tau_t/m$, to the quantum lifetime $\tau_q$, the time spent in one plane-wave state.

Hartree atomic units are used. The electrons (charge $-1$, effective mass $m$, spin-valley degeneracy $g$) occupy $z=0$ and fill all states up to the Fermi wavevector $k_F$, with $v_F=k_F/m$ and $E_F=k_F^2/2m$. Charges of $+1$ lie at $z=d$, with $n_i$ per area at independent random positions. All space has the dielectric constant $\kappa$. The electron density and density of states are

$$n=\frac{gk_F^2}{4\pi},\qquad \nu=\frac{gm}{2\pi}.$$

One external charge produces the total potential $\phi_0$ at $z=0$, in Fourier components of wavevector $q$. The induced charge is $-\nu\phi_0$, and an electron's potential energy is $U=-\phi_0$, with

$$|U(q)|=\frac{2\pi e^{-qd}}{\kappa(q+q_s)},\qquad q_s=\frac{2\pi\nu}{\kappa}=\frac{gm}{\kappa}.$$

For strong screening, $q_sd\gg1$, this becomes $U_0e^{-qd}$ with $U_0=1/\nu$.

For scattering through the angle $\theta$, $q=2k_F\sin(\theta/2)$, and the golden rule and Boltzmann equation give

$$\frac1{\tau_q}=\frac{n_im}{\pi}\int_0^\pi|U(q)|^2\,d\theta ,\qquad \frac1{\tau_t}=\frac{n_im}{\pi}\int_0^\pi|U(q)|^2(1-\cos\theta)\,d\theta .$$

For $k_Fd\gg1$ and strong screening,

$$\frac1{\tau_q}=\frac{2\pi n_i}{g^2m\,k_Fd},\qquad \frac1{\tau_t}=\frac{\pi n_i}{2g^2m\,(k_Fd)^3},\qquad \frac{\tau_t}{\tau_q}=(2k_Fd)^2 .$$

This last result is the limit law. With complete screening, the first correction at finite $k_Fd$ is

$$\frac{\tau_t}{\tau_q}=(2k_Fd)^2-\frac54+\dots$$

At small angles, finite screening multiplies the ratio by $1+\frac2a-\frac3{2a^2}+\dots$, where $a=q_sd$.

The same rates are now sought in real space. Let $V$ be the random potential energy with its mean removed, and let $\langle\dots\rangle$ denote an average over the charge positions. Under strong screening, the correlator $C(r)=\langle V(\mathbf r'+\mathbf r)V(\mathbf r')\rangle$ is

$$C(r)=W^2\left(1+\frac{r^2}{4d^2}\right)^{-3/2},\qquad W^2=\frac{n_iU_0^2}{8\pi d^2}.$$

Thus $W$ is the root-mean-square potential, and the correlation length is about $2d$. We now follow an electron through this landscape.

### Loss of phase

Write the wave of an electron moving along $x$ as $\psi=e^{ik_Fx}\chi$. The Schrödinger equation at the Fermi energy $E_F$ becomes

$$-iv_F\frac{\partial\chi}{\partial x}-\frac{\nabla^2\chi}{2m}+V\chi=0 .$$

Over one correlation length the second term adds a phase of about $\frac{1}{2m(2d)^2}\cdot\frac{2d}{v_F}=\frac1{4k_Fd}$, which is small for $k_Fd\gg1$. Without it, $\chi=e^{-i\Phi}$ with $\Phi=\frac1{v_F}\int V\,dx$: the electron runs straight and gathers phase.

Divide the path into sections longer than $2d$, yet short enough that the phase gathered in each is small. In one section the averaged wave is multiplied by $1-\langle\Phi^2\rangle/2$. The averaged wave is again a plane wave, and the next section has a nearly independent potential, so the factors multiply to an exponential. For a path of length $L\gg2d$,

$$\langle\Phi^2\rangle=\frac L{v_F^2}\int_{-\infty}^\infty C(x)\,dx=\frac L{v_F^2}\cdot4dW^2 ,$$

because $\int(1+s^2)^{-3/2}ds=\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=2$ with $s=x/2d=\tan\alpha$. The probability of still being in the original plane wave is $|\langle\chi\rangle|^2=e^{-\langle\Phi^2\rangle}$. With $L=v_Ft$,

$$\frac1{\tau_q}=\frac{4dW^2}{v_F}.$$

### Loss of direction

The same electron feels the sideways force $-\partial V/\partial y$. The correlator of this force is $-\partial^2C/\partial y^2$, since the two derivatives act on opposite ends of the separation. At $y=0$ it equals

$$\frac{3W^2}{4d^2}\left(1+\frac{x^2}{4d^2}\right)^{-5/2}.$$

Its integral along the path uses $\int(1+s^2)^{-5/2}ds=\int_{-\pi/2}^{\pi/2}\cos^3\alpha\,d\alpha=4/3$ and is $\frac{3W^2}{4d^2}\cdot2d\cdot\frac43=\frac{2W^2}{d}$. The sideways momentum therefore diffuses as

$$\frac{d\langle p_y^2\rangle}{dt}=\frac{2W^2}{d\,v_F}.$$

A small deflection is $\delta\theta=p_y/k_F$. Averaged over its sign, it changes $\cos\theta$ into $\cos\theta\,(1-\langle\delta\theta^2\rangle/2)$. A current-carrying occupation proportional to $\cos\theta$ thus decays exponentially, at half the rate at which $\langle\delta\theta^2\rangle$ grows:

$$\frac1{\tau_t}=\frac{W^2}{d\,v_Fk_F^2}.$$

Dividing the two rates gives

$$\frac{\tau_t}{\tau_q}=\frac{4dW^2/v_F}{W^2/(d\,v_Fk_F^2)}=(2k_Fd)^2 .$$

The rates agree one by one with the earlier ones. Inserting $W^2=\pi n_i/(2g^2m^2d^2)$ and $v_F=k_F/m$ gives $2\pi n_i/(g^2mk_Fd)$ and $\pi n_i/[2g^2m(k_Fd)^3]$.

The factor now has a direct meaning. A region of size $2d$ that shifts the phase by $\delta\Phi$ tilts the wavefront by about $\delta\Phi/(2d)$ in wavevector, hence by the angle $\delta\Phi/(2k_Fd)$. Phase and angle both perform random walks, and the angle has steps smaller by about $2k_Fd$. Its mean square therefore grows more slowly by a factor of order $(2k_Fd)^2$. The exact factor follows from the rates above: $1/\tau_q$ is the growth rate of $\langle\Phi^2\rangle$, and $1/\tau_t$ is half the growth rate of $\langle\delta\theta^2\rangle$.

### What each derivation assumes

Both derivations use the same landscape. They share the thin sheet, the random positions, the single dielectric constant and linear screening. Linear screening requires the relative density change $\nu W/n=W/E_F$ to be small.

The golden rule treats scattering of any angle. It needs $k_Fd\gg1$ only in the last step, and so it yields the correction $-5/4$ and can include charges close to the electrons. Its price is the Born approximation in both lifetimes, which becomes rough for charges close to the electrons.

The straight-path argument needs $k_Fd\gg1$ from the start and cannot describe large angles. In return it separates two conditions on the strength of the potential. The phase gathered over a length $2d$ is about

$$\frac{2dW}{v_F}=\frac{W}{E_F}\,k_Fd ,$$

because $v_F=2E_F/k_F$. It must be small for the exponential decay that defines $\tau_q$. The mean square deflection over the same length is about $\frac{2W^2}{dv_F}\cdot\frac{2d}{v_F}\cdot\frac1{k_F^2}=(W/E_F)^2$, and the transport rate needs only this to be small. That rate follows from classical motion, so it can remain valid where the golden-rule form of $\tau_q$ has become doubtful.

### A metal gate and a different oxide

Both derivations assumed one dielectric constant everywhere. Now let an oxide with constant $\kappa_o$ and thickness $t$ lie above the charges, with a metal gate at zero potential on top. Write $\eta=(\kappa_o/\kappa)\coth qt$. Below the electrons $\phi=\phi_0e^{qz}$; between electrons and charges $\phi=\phi_0\cosh qz+B\sinh qz$; in the oxide $\phi\propto\sinh q(d+t-z)$.

At the electrons the induced charge $-\nu\phi_0$ requires $\kappa q(B-\phi_0)=4\pi\nu\phi_0=2\kappa q_s\phi_0$, so $B=\phi_0(1+2q_s/q)$. At the external charge the jump condition is

$$\kappa q\left[\phi_0\sinh qd+B\cosh qd+\eta\,(\phi_0\cosh qd+B\sinh qd)\right]=4\pi .$$

Inserting $B$ gives

$$|U(q)|=\phi_0=\frac{4\pi/\kappa}{q(1+\eta)e^{qd}+2q_s(\cosh qd+\eta\sinh qd)} .$$

For $\eta=1$, a matching oxide without a nearby gate, the earlier potential returns.

For a very thin oxide $\eta\approx\kappa_o/(\kappa qt)$ is large. With strong screening, $|U|$ is then proportional to $q/\sinh qd$: compared with $e^{-qd}$, the gate weakens long waves more than short ones. At small angles the ratio is $2k_F^2\int|U|^2dq\big/\int q^2|U|^2dq$. The expansion $1/\sinh^2x=4\sum_jje^{-2jx}$ gives

$$\int_0^\infty\frac{x^2dx}{\sinh^2x}=\sum_j\frac1{j^2}=\frac{\pi^2}6,\qquad \int_0^\infty\frac{x^4dx}{\sinh^2x}=3\sum_j\frac1{j^4}=\frac{\pi^4}{30},$$

and therefore

$$\frac{\tau_t}{\tau_q}\to2k_F^2d^2\cdot\frac5{\pi^2}=\frac5{2\pi^2}(2k_Fd)^2 .$$

The growth with $(k_Fd)^2$ survives, but the coefficient falls to about a quarter. Numerical integration with $t=d/1000$ gives $0.254$.

### A silicon quantum well under aluminium oxide

Take $n=5\times10^{11}$ cm⁻², $n_i=10^{12}$ cm⁻², $d=40$ nm, $m=0.19$, $g=4$ (two spins, two valleys) and $\kappa=12$. Then

$$k_F=\sqrt{4\pi n/g}=\sqrt{\pi\times0.005\ \text{nm}^{-2}}=0.1253\ \text{nm}^{-1},\qquad k_Fd=5.013 .$$

The screening wavevector is $q_s=4\times0.19/12=0.0633$ per bohr, or $1.197$ nm⁻¹, so $q_sd=47.9$. The limit law gives $(2\times5.013)^2=100.5$. With the corrections,

$$100.5\left(1+\frac2{47.9}-\frac{1.5}{47.9^2}\right)-1.25=103.4 ,$$

and numerical integration of the model gives $103.35$.

Restoring $\hbar/m_e=115.8$ nm²/ps, the limiting quantum rate is

$$\frac1{\tau_q}=\frac{2\pi\times115.8\times0.01}{16\times0.19\times5.013}\ \text{ps}^{-1}=0.477\ \text{ps}^{-1},$$

or $\tau_q=2.10$ ps. Multiplied by $100.5$, this gives $\tau_t=211$ ps. Integration with finite screening gives $2.13$ ps and $220$ ps. The mobility limited by these charges is $2.0\times10^6$ cm²/Vs. Putting $\tau_q$ in place of $\tau_t$ would give $2.0\times10^4$ cm²/Vs.

The random potential is $W=0.31$ meV against $E_F=3.15$ meV. The deflection condition is met, with $W/E_F=0.10$, but the phase over one correlation length is $0.50$ rad. The lowest-order $\tau_q$ is thus an estimate. For a Gaussian landscape the straight-path picture gives $\langle\Phi^2\rangle=2(2dW/v_F)^2\left[\sqrt{1+L^2/4d^2}-1\right]$ at any $L$. The decay reaches the rate $1/\tau_q$ only at long times, and the probability falls to $1/e$ after $2.96$ ps instead of $2.10$ ps.

### Beside real devices

The inputs are rough values for a silicon well between silicon-germanium barriers under aluminium oxide at low temperature. The assumed oxide, with $\kappa_o=9$ and $t=100$ nm, is thick; a 10 nm oxide is also considered. Of the changes to geometry and screening sized here, the gate with its oxide lowers the ratio most. With the 100 nm oxide and its gate the ratio is $80$, or 22 % below the model's $103$. With a 10 nm oxide, all else held fixed, it is $40$, or 62 % below.

Two further effects weaken screening at short wavelengths and so favour larger angles. A hard-walled well 10 nm wide with a flat bottom, with $d$ measured to its centre, lowers the ratio by 10 %. The electrons' own field tilts such a well. For a mass of about $0.92$ along the growth direction it moves their mean position about 1.3 nm towards the charges; the lowering is then 15 % with $d$ measured to the centre, or 9 % with $d$ measured to the mean position. Exchange, estimated with the Hubbard local field $G=q/(g\sqrt{q^2+k_F^2})$, lowers it by 9 %. At small $q$ this form rises $\pi/2$ times faster than the exchange part of the compressibility requires; with that smaller slope the lowering is about 6 %, and correlation is not sized. Together with the gate and the 100 nm oxide, the flat well and the Hubbard field give $67$, or 35 % below the model; the tilted well, with $d$ measured to its centre, gives $63$. Inserting $67$ into the limit law to infer the distance would give $\sqrt{67}/(2\times0.1253)\approx33$ nm instead of 40 nm. Such an inference needs $k_Fd\gg1$, $q_sd\gg1$, a well much thinner than $d$, an oxide whose dielectric constant is close to that of the semiconductor, a distant gate and no other important scatterers.

The last condition is severe. Charges in the electron plane scatter through large angles. In the Born approximation with linear screening, $4.2\times10^8$ cm⁻² of them, about 0.04 % of the remote density, halve the ratio: they double the transport rate and hardly change the quantum rate. Such close charges act too strongly for these approximations to be accurate, so the number gives only the order of magnitude.

Temperature matters little at 1.5 K, where $k_BT/E_F=0.041$ and thermal averaging raises the ratio by 1.3 % if the quantum rate is averaged, or 1.1 % if $\tau_q$ is. Remote phonons of the oxide, with an energy of roughly 50 meV, are frozen out: their thermal occupation is about $10^{-168}$, and electrons with a Fermi energy of 3 meV cannot emit them. At 300 K, $k_BT/E_F=8.2$; the gas is no longer degenerate and the law does not apply. The oxide field due to the electrons is $0.10$ MV/cm, well below breakdown fields of several MV/cm. The barrier sets a tighter limit. There the electrons' field is $0.075$ MV/cm, which lowers the band edge by $0.26$ eV over the 35 nm between the well and the oxide. This exceeds a usual barrier height of roughly $0.2$ eV, so in equilibrium some electrons would collect at the oxide interface. The example assumes that all of them stay in the well; electrons at the interface would screen the charges and change both lifetimes. Acoustic phonons, electron-electron collisions, interface roughness and alloy disorder have not been sized. The numerical output below lists the values used.

## Table of computed values

```
GENERAL CHECKS
response / DOS at q = 3 kF: 0.2546
sampled / predicted variance: 1.004
straight-path ratio / law: 1.00003
ratio minus law, full screening, kF d = 5: -1.3201
ratio minus law, full screening, kF d = 20: -1.2538
ratio / law at qs d = 0.1: 12.9176
ratio / law at qs d = 1: 2.5358
ratio / law at qs d = 10: 1.1883
ratio / law at qs d = 100: 1.0199
ratio / law, gate very near: 0.2538
EXAMPLE INPUTS (rough typical values)
electron density: 5.0e+11 cm^-2
remote charge density: 1.0e+12 cm^-2
separation d: 40 nm
mass: 0.19 m_e; spin-valley degeneracy: 4
dielectric constants: 12 (channel), 9 (oxide)
oxide: 100 nm; well: 10 nm
temperature: 1.5 K
EXAMPLE RESULTS
Fermi wavevector: 0.1253 nm^-1
Fermi energy: 3.150 meV
screening wavevector: 1.197 nm^-1
kF d: 5.013; qs d: 47.87
mean scattering angle 1/(2 kF d): 0.0997 rad
law (2 kF d)^2: 100.53
law with both corrections: 103.42
ratio by quadrature: 103.35
quantum lifetime: 2.133 ps (limit 2.095)
transport lifetime: 220.5 ps (limit 210.6)
mobility from tau_t: 2.041e+06 cm^2/Vs
false mobility from tau_q: 1.975e+04 cm^2/Vs
NEGLECTED EFFECTS: ratio (change)
gate and dielectric step: 80.2 (-22.4 %)
10 nm well width: 93.4 (-9.7 %)
exchange (Hubbard): 94.4 (-8.7 %)
these three together: 66.9 (-35.3 %)
10 nm oxide instead of 100: 39.6 (-61.7 %)
temperature: 104.7 (+1.3 %)
kT / Fermi energy: 0.0410 at 1.5 K, 8.2 at 300 K
rms random potential: 0.314 meV
phase over one correlation length 2d: 0.500 rad
channel charges that halve ratio: 4.17e+08 cm^-2
occupation of a rough 50 meV oxide phonon: 1e-168
oxide field from the electrons: 0.101 MV/cm
```
